# Reflection from a uniaxial film with its optic axis normal, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: plane waves inside the film

A plane wave of vacuum wavenumber $k_0$ falls at angle $\theta$ on a film of thickness $d$. The ambient has permittivity $\varepsilon_a$, the substrate $\varepsilon_b$, and the film has the ordinary value $\varepsilon_o$ for electric fields in its plane and the extraordinary value $\varepsilon_e$ for fields along its normal. For either polarization the reflection coefficient is

$$ r = \frac{r_{af} + r_{fb} P}{1 + r_{af} r_{fb} P} , \qquad P = e^{2 i q \delta} , \qquad \delta = k_0 d , \tag{1} $$

$$ r_{af} = \frac{y_a - y_f}{y_a + y_f} , \qquad r_{fb} = \frac{y_f - y_b}{y_f + y_b} . \tag{2} $$

With $\xi = \sqrt{\varepsilon_a} \sin\theta$, $q_a = \sqrt{\varepsilon_a - \xi^2}$ and $q_b = \sqrt{\varepsilon_b - \xi^2}$, the quantities to insert are

$$ \text{s:} \quad q = q_s = \sqrt{\varepsilon_o - \xi^2} , \qquad y_a = q_a , \quad y_f = q_s , \quad y_b = q_b , \tag{3} $$

$$ \text{p:} \quad q = q_p = \sqrt{\varepsilon_o \left( 1 - \frac{\xi^2}{\varepsilon_e} \right)} , \qquad y_a = \frac{q_a}{\varepsilon_a} , \quad y_f = \frac{q_p}{\varepsilon_o} , \quad y_b = \frac{q_b}{\varepsilon_b} . \tag{4} $$

Of the two film permittivities, $r_s$ contains only $\varepsilon_o$. The coefficient $r_p$ contains both, except at normal incidence, where $\xi = 0$ removes $\varepsilon_e$. The ambient and substrate permittivities enter both coefficients.

### Setting and conventions

The $z$ axis points from the ambient into the sample. The film occupies $0 < z < d$, and the substrate fills $z > d$. The plane of incidence is the $xz$ plane. The media are nonmagnetic and respond locally, the interfaces are flat, and the film is homogeneous with permittivity tensor

$$ \varepsilon = \mathrm{diag}(\varepsilon_o , \varepsilon_o , \varepsilon_e) . $$

This tensor is unchanged by a rotation about $z$, so the choice of $x$ direction costs no generality: the results hold for every azimuth of the sample. The ambient is lossless, with $\varepsilon_a > 0$, and $\theta$ is less than $90^\circ$. The film and substrate may absorb.

Fields carry the time factor $e^{-i\omega t}$. Absorption then means a positive imaginary part of the permittivity. It is convenient to replace the magnetic field $H$ by $h = Z_0 H$, where $Z_0$ is the vacuum impedance, so that $E$ and $h$ have the same unit. Maxwell's curl equations become

$$ \nabla \times E = i k_0 h , \qquad \nabla \times h = - i k_0 \varepsilon E . \tag{5} $$

The s wave has its electric field along $y$, perpendicular to the plane of incidence. The p wave has its magnetic field along $y$. I define $r_s$ as the ratio of reflected to incident $E_y$, and $r_p$ as the ratio of reflected to incident $h_y$, both at $z = 0$. The second choice fixes a sign: had $r_p$ been defined through $E_x$, it would have the opposite sign, because reversing the direction of travel along $z$ reverses $E_x$ relative to $h_y$.

### The waves that the film allows

The coefficients in (5) do not depend on $x$ or $y$. The $x$ dependence $e^{i k_0 \xi x}$ of the incident wave is therefore shared by the fields in all three media, and nothing depends on $y$. In a homogeneous medium we look for fields proportional to

$$ e^{i k_0 (\xi x + q z)} , \qquad \kappa = (\xi , 0 , q) . $$

Here $q$ is the normal wavenumber in units of $k_0$. Each gradient in (5) gives $i k_0 \kappa$, and division by $i k_0$ leaves

$$ \kappa \times E = h , \qquad \kappa \times h = - \varepsilon E . \tag{6} $$

Inserting the first equation into the second, and using $\kappa \times (\kappa \times E) = \kappa (\kappa \cdot E) - \kappa^2 E$, we obtain

$$ \kappa (\kappa \cdot E) - \kappa^2 E + \varepsilon E = 0 . $$

Since $\kappa \cdot E = \xi E_x + q E_z$ and $\kappa^2 = \xi^2 + q^2$, the three components are

$$ (\varepsilon_o - q^2) E_x + \xi q E_z = 0 , \tag{7} $$

$$ (\varepsilon_o - \xi^2 - q^2) E_y = 0 , \tag{8} $$

$$ \xi q E_x + (\varepsilon_e - \xi^2) E_z = 0 . \tag{9} $$

The component $E_y$ stands alone in (8), while $E_x$ and $E_z$ are coupled to each other. This separation gives the two polarizations.

For the s wave $E_y \neq 0$, so (8) requires $q^2 = \varepsilon_o - \xi^2$. We may set $E_x = E_z = 0$, which satisfies the other two equations. The electric field is perpendicular to the optic axis for every angle of incidence. It produces no displacement along the axis, and the response $\varepsilon_e$ is never called upon.

For the p wave $E_y = 0$. Equations (7) and (9) have a nonzero solution when their determinant vanishes:

$$ (\varepsilon_o - q^2)(\varepsilon_e - \xi^2) - \xi^2 q^2 = 0 . $$

Multiplying out the product gives

$$ \varepsilon_o \varepsilon_e - \varepsilon_o \xi^2 - \varepsilon_e q^2 + \xi^2 q^2 - \xi^2 q^2 = 0 . $$

The last two terms cancel. Division by $\varepsilon_e$, assumed nonzero, yields

$$ q^2 = \varepsilon_o \left( 1 - \frac{\xi^2}{\varepsilon_e} \right) , $$

which is the root stated in (4). At oblique incidence the p wave has an electric component along the normal, and it is through this component that $\varepsilon_e$ enters. If $\varepsilon_e = \varepsilon_o$, the expression reduces to $\varepsilon_o - \xi^2$, and both polarizations have the same normal wavenumber.

### Tangential fields

At each interface the tangential components of $E$ and $h$ are continuous. We need their ratio in a single travelling wave. The $x$ component of $\kappa \times E = h$ is $h_x = -q E_y$. The $x$ component of $\kappa \times h = - \varepsilon E$ is $-q h_y = - \varepsilon_o E_x$. Hence

$$ \text{s:} \quad - h_x = q E_y , \qquad\qquad \text{p:} \quad E_x = \frac{q}{\varepsilon_o} h_y . $$

The denominator in the p relation is $\varepsilon_o$, because $E_x$ lies in the film plane. The other permittivity acts through the value of $q$.

Both cases take the same form if the tangential fields are named

$$ \text{s:} \quad U = E_y , \ V = - h_x , \qquad\qquad \text{p:} \quad U = h_y , \ V = E_x . \tag{10} $$

A wave with normal wavenumber $+q$ has $V = y U$, and one with $-q$ has $V = - y U$. The values of $y$ are those in (3) and (4). The isotropic ambient and substrate follow from the same formulas with equal principal permittivities.

### Matching at the two faces

Take the incident $U$ to have amplitude one at $z = 0$. With the reflected wave included, the ambient fields there are

$$ U = 1 + r , \qquad V = y_a (1 - r) . \tag{11} $$

In the film, with $\zeta = k_0 z$,

$$ U = A e^{i q \zeta} + B e^{-i q \zeta} , \qquad V = y_f \left( A e^{i q \zeta} - B e^{-i q \zeta} \right) . $$

In the substrate there is one outgoing or decaying wave, so $V = y_b U$. This selects $q_b$ with positive imaginary part, or positive real part if $q_b$ is real.

At $\zeta = \delta$ continuity of both fields gives

$$ y_f \left( A e^{i q \delta} - B e^{-i q \delta} \right) = y_b \left( A e^{i q \delta} + B e^{-i q \delta} \right) . $$

Collecting $A$ on the left and $B$ on the right,

$$ (y_f - y_b) A e^{i q \delta} = (y_f + y_b) B e^{-i q \delta} , $$

and therefore

$$ u \equiv \frac{B}{A} = \frac{y_f - y_b}{y_f + y_b} \, e^{2 i q \delta} = r_{fb} P . $$

The factor 2 in the exponent records the path down to the substrate and back. At $\zeta = 0$ continuity requires

$$ 1 + r = A (1 + u) , \qquad y_a (1 - r) = y_f A (1 - u) . $$

Multiplying the first equation by $y_f (1-u)$ and the second by $(1+u)$ makes their right sides equal:

$$ y_f (1 - u)(1 + r) = y_a (1 + u)(1 - r) . $$

Moving the terms in $r$ to the left gives

$$ r \left[ y_a (1 + u) + y_f (1 - u) \right] = y_a (1 + u) - y_f (1 - u) . $$

Grouping by powers of $u$, we find

$$ r = \frac{(y_a - y_f) + u (y_a + y_f)}{(y_a + y_f) + u (y_a - y_f)} . $$

Division of numerator and denominator by $y_a + y_f$ gives (1). For s, every film quantity in it is built from $q_s$, hence from $\varepsilon_o$. That proves the claim for $r_s$.

### Sign of the film root

The square root for $q$ in the film may be taken with either sign. Reversing it changes $y_f$ into $-y_f$, and therefore changes $r_{af}$, $r_{fb}$ and $P$ into their reciprocals. Equation (1) becomes

$$ \frac{1/r_{af} + 1/(r_{fb} P)}{1 + 1/(r_{af} r_{fb} P)} = \frac{r_{fb} P + r_{af}}{r_{af} r_{fb} P + 1} , $$

where numerator and denominator were multiplied by $r_{af} r_{fb} P$. The result is unchanged. Physically, the film contains both waves, and the sign decides merely which is called $A$. The substrate has no such freedom.

### Limits

If $q$ has a nonzero imaginary part, so that the wave is damped in the film, and the film is made very thick, the root with positive imaginary part gives $P \to 0$ and $r \to r_{af}$. Absorption through $\varepsilon_e$ alone does not damp the s wave. The s coefficient of a uniaxial half-space is thus $(q_a - q_s)/(q_a + q_s)$.

If $d = 0$, then $P = 1$. Multiplying numerator and denominator of (1) by $(y_a + y_f)(y_f + y_b)$ gives

$$ (y_a - y_f)(y_f + y_b) + (y_a + y_f)(y_f - y_b) = 2 y_f (y_a - y_b) , $$

$$ (y_a + y_f)(y_f + y_b) + (y_a - y_f)(y_f - y_b) = 2 y_f (y_a + y_b) . $$

The factor $2 y_f$ cancels, leaving the coefficient of the bare substrate.

At normal incidence $q_s = q_p = \sqrt{\varepsilon_o}$. In each medium $y$ equals $\sqrt{\varepsilon}$ for s and $1/\sqrt{\varepsilon}$ for p. Replacing both members of a pair by their reciprocals reverses the sign of $(y_i - y_j)/(y_i + y_j)$. Both interface coefficients change sign, their product does not, and (1) gives $r_p = - r_s$. The two polarizations are then physically equivalent; the sign comes from the definition through $h_y$.

### A numerical case

Take round model values: wavelength 600 nm, $d = 100$ nm, $\theta = 65^\circ$, $\varepsilon_a = 1$, $\varepsilon_o = 4 + 0.1i$, $\varepsilon_e = 3 + 0.05i$ and $\varepsilon_b = 15 + 0.2i$. Then $\delta = 2\pi \times 100/600 = 1.0472$, $\xi^2 = 0.8214$, $q_a = 0.4226$ and $q_b = 3.7655 + 0.0266i$.

For s,

$$ q_s = \sqrt{4 + 0.1i - 0.8214} = 1.7831 + 0.0280i . $$

Equation (2) gives $r_{af} = -0.6169 - 0.0049i$ and $r_{fb} = -0.3573 + 0.0038i$. The phase factor is

$$ P = e^{2i \times 1.0472 \, (1.7831 + 0.0280i)} = -0.7820 - 0.5269i . $$

Insertion in (1) gives

$$ r_s = \frac{r_{af} + (-0.3573 + 0.0038i)(-0.7820 - 0.5269i)}{1 + r_{af} (-0.3573 + 0.0038i)(-0.7820 - 0.5269i)} = -0.428 + 0.158i , $$

so $|r_s|^2 = 0.208$.

For p,

$$ q_p = \sqrt{(4 + 0.1i)\left(1 - \frac{0.8214}{3 + 0.05i}\right)} = 1.7045 + 0.0267i . $$

Now $r_{af} = -0.0040 + 0.0047i$, $r_{fb} = 0.2585 - 0.0014i$ and $P = -0.8603 - 0.3928i$. The upper face reflects little because $y_a$ and $y_f$ nearly coincide: the angle is close to the Brewster condition $y_a = y_f$ of that face. Equation (1) gives

$$ r_p = \frac{r_{af} + (0.2585 - 0.0014i)(-0.8603 - 0.3928i)}{1 + r_{af}(0.2585 - 0.0014i)(-0.8603 - 0.3928i)} = -0.227 - 0.096i , $$

and $|r_p|^2 = 0.061$. Most of this amplitude comes from the second term in the numerator, the reflection at the substrate.

## Second derivation: the ratio of tangential fields

The symbols carry over as follows. The film fills $0 < \zeta < \delta$, with $\zeta = k_0 z$ and $\delta = k_0 d$, and its permittivity is $\varepsilon_o$ in the plane and $\varepsilon_e$ along the normal. The tangential fields are $U = E_y$, $V = -h_x$ for s and $U = h_y$, $V = E_x$ for p. A wave with positive sign of the normal wavenumber, $e^{+iq\zeta}$, has $V = yU$. The values of $y$ in the ambient, film and substrate are $q_a, q_s, q_b$ for s and $q_a/\varepsilon_a, q_p/\varepsilon_o, q_b/\varepsilon_b$ for p, where $q_s^2 = \varepsilon_o - \xi^2$, $q_p^2 = \varepsilon_o (1 - \xi^2/\varepsilon_e)$ and $\xi = \sqrt{\varepsilon_a}\sin\theta$. The result to be recovered is

$$ r = \frac{r_{af} + r_{fb} e^{2iq\delta}}{1 + r_{af} r_{fb} e^{2iq\delta}} , \qquad r_{ij} = \frac{y_i - y_j}{y_i + y_j} . \tag{12} $$

This time no wave is assumed inside the film. We follow the ratio $V/U$ from the substrate up to the surface.

### Equations in depth

All fields have the form $f(\zeta) e^{i k_0 \xi x}$. A prime denotes $d/d\zeta$. From $\nabla \times E = i k_0 h$, after division by $k_0$, the components are

$$ - E_y' = i h_x , \qquad E_x' - i \xi E_z = i h_y , \qquad \xi E_y = h_z . $$

From $\nabla \times h = - i k_0 \varepsilon E$ they are

$$ - h_y' = - i \varepsilon_o E_x , \qquad h_x' - i \xi h_z = - i \varepsilon_o E_y , \qquad \xi h_y = - \varepsilon_e E_z . $$

The permittivity $\varepsilon_e$ occurs once, in the last equation, as the factor of $E_z$. The fields $E_y, h_x, h_z$ form a closed set that contains neither this equation nor $E_z$. Eliminating $h_z = \xi E_y$ from that set gives the s equations

$$ U' = i V , \qquad V' = i (\varepsilon_o - \xi^2) U . \tag{13} $$

The second follows from $V' = -h_x' = -i\xi^2 E_y + i\varepsilon_o E_y$. In the other set we eliminate $E_z = - \xi h_y / \varepsilon_e$. Then $E_x' = i h_y + i\xi E_z = i(1 - \xi^2/\varepsilon_e) h_y$, and the p equations are

$$ U' = i \varepsilon_o V , \qquad V' = i \left( 1 - \frac{\xi^2}{\varepsilon_e} \right) U . \tag{14} $$

Nothing so far has required the permittivities to be independent of depth.

The first derivation has established (1) and shown that $r_s$ does not contain $\varepsilon_e$; the second has so far reduced Maxwell's equations to (13) for s and (14) for p. It remains to follow the ratio $V/U$ through the film, recover (12), and examine the consequences for absorption, ellipsometry and a tilted axis.

All numerical values are calculated from the stated model.
